# Image-force lowering with the image plane inside the metal: a program that tests the result

```python
"""Image-force lowering with the image plane a depth x0 inside the metal.

Metal: x < 0.  Semiconductor: x > 0, permittivity eps.  Field F > 0 drives
electrons away from the metal; the ramp F*x is pinned at x = 0.
Depth of the conduction edge below the bare barrier, in volts:
    L(x) = A/(x + x0) + F*x,      A = q/(16 pi eps)
Result under test: the barrier top (least L for x >= 0) has
    lowering = sqrt(q F/(4 pi eps)) - F*x0   at   x_m = sqrt(A/F) - x0,
valid for F <= A/x0**2; above that field the top sits at x = 0.
Working units: nm, V, V/nm (1 V/nm = 10 MV/cm).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

q, eps0, hbar = const.e, const.epsilon_0, const.hbar
eps_r = 11.7                 # silicon, rough
barrier = 0.65               # eV, nickel silicide on n-Si, rough
temperature = 300.0          # K
field = 0.02                 # V/nm
x0 = 0.3                     # nm, chosen
doping = 1e17                # cm^-3
band_states = 2.8e19         # cm^-3, conduction band of Si, rough
breakdown = 0.06             # V/nm at this doping, rough
kT = const.k * temperature / q
A = q / (16 * np.pi * eps0 * eps_r) * 1e9   # V nm


def find_top(depth, low=0.0, high=100.0):
    """Barrier top = least depth below the bare barrier."""
    res = minimize_scalar(depth, bounds=(low, high), method="bounded",
                          options={"xatol": 1e-10, "maxiter": 1000})
    return res.x, res.fun


def numeric_top(F, shift):
    return find_top(lambda x: A / (x + shift) + F * x,
                    low=1e-6 if shift == 0 else 0.0)


def full_lowering(F):
    return np.sqrt(q * F * 1e9 / (4 * np.pi * eps0 * eps_r))


# Image energy from the charge induced on a conducting plane
for distance in (0.5, 2.0):
    def ring(rho):
        r = np.hypot(rho, distance)
        sigma = distance / (2 * np.pi * r**3)      # in units of q
        return sigma * 2 * np.pi * rho / r
    coulomb = q / (4 * np.pi * eps0 * eps_r) * 1e9
    energy = -0.5 * coulomb * quad(ring, 0, np.inf)[0]
    assert abs(energy + A / distance) < 1e-7

# Lowering and position from a numerical search, inside the valid range
for F in (0.002, 0.02, 0.1, 0.3):
    for shift in (0.0, 0.1, 0.3):
        assert shift == 0 or F < A / shift**2
        x_num, low_num = numeric_top(F, shift)
        assert abs(low_num - (full_lowering(F) - F * shift)) < 1e-9
        assert abs(x_num - (np.sqrt(A / F) - shift)) < 1e-5

# Completed square gives the whole profile about the top
u_m = np.sqrt(A / field)
x_m, lowering = numeric_top(field, x0)
x_grid = np.linspace(0, 20, 400)
u_grid = x_grid + x0
profile = A / u_grid + field * x_grid - lowering
assert np.allclose(profile, field * (u_grid - u_m)**2 / u_grid, atol=1e-9)

# Slope of the lowering with field equals the position of the top
dF = 1e-3 * field
slope = (numeric_top(field + dF, x0)[1]
         - numeric_top(field - dF, x0)[1]) / (2 * dF)
assert abs(slope - x_m) < 1e-4

# Above the limiting field the top is at the surface
F_limit = A / x0**2
F_high = 0.5
x_high, low_high = numeric_top(F_high, x0)
shrink_high = numeric_top(F_high, 0.0)[1] - low_high
assert F_high > F_limit and x_high < 1e-6
assert abs(low_high - A / x0) < 1e-6
gap = (np.sqrt(F_high * x0) - np.sqrt(A / x0))**2
assert abs(F_high * x0 - shrink_high - gap) < 1e-6

# A ramp that also starts at the image plane gives no shrinkage
low_common = find_top(lambda x: (A / (x + x0) + field * (x + x0)))[1]
assert abs(low_common - full_lowering(field)) < 1e-9

# Thomas-Fermi metal: background permittivity chosen to give the same x0
screen = 0.05                                # nm
eps_metal = eps_r * screen / x0
n_grid = 4000
h = 25 * screen / n_grid
bands = np.zeros((3, n_grid))
bands[0, 1:] = 1.0
bands[1] = -2.0 - (h / screen)**2
bands[2, :-1] = 1.0
bands[2, -2] = 2.0                           # surface condition on the slope
source = np.zeros(n_grid)
source[-1] = -2 * h * eps_r * field / eps_metal
surface_drop = solve_banded((1, 1), bands, source)[-1]
assert abs(surface_drop - field * x0) < 1e-5 * field * x0 + 1e-7


def screened_image(x):
    """Depth of the image term for the Thomas-Fermi metal, V."""
    def integrand(t):
        k = t / (2 * x)
        metal = eps_metal * np.sqrt(k**2 + screen**-2)
        return (metal - eps_r * k) / (metal + eps_r * k) * np.exp(-t)
    return A / x * quad(integrand, 0, 60, epsabs=1e-12, epsrel=1e-11,
                        limit=200)[0]


far = 20.0
plane_depth = A / screened_image(far) - far
assert abs(plane_depth - x0) < 2e-4
low_metal = find_top(lambda x: screened_image(x) + field * x + surface_drop,
                     low=0.3, high=10.0)[1]
assert abs(low_metal - full_lowering(field)) < 0.2 * field * x0

# Depletion edge in place of a straight ramp
width = eps0 * eps_r * field * 1e9 / (q * doping * 1e6) * 1e9   # nm
bending = field * width / 2
reverse_bias = bending - (barrier - kT * np.log(band_states / doping))
low_depl = find_top(lambda x: A / (x + x0) + field * x
                    - field * x**2 / (2 * width), high=20.0)[1]

# Tunnelling: WKB transmission, parabolic continuation above the top
nodes, weights = np.polynomial.legendre.leggauss(80)
theta = 0.5 * np.pi * (nodes + 1)


def exponent(delta, mass, shift):
    """Twice the WKB action at energy delta (eV) below the top."""
    b = 2 * u_m + delta / field
    outer = 0.5 * (b + np.sqrt(b**2 - 4 * u_m**2))
    inner = max(u_m**2 / outer, shift)
    half = 0.5 * (outer - inner)
    u = 0.5 * (outer + inner) - half * np.cos(theta)
    excess = np.maximum(delta - field * (u - u_m)**2 / u, 0)
    wave = np.sqrt(2 * mass * const.m_e * q * excess) / hbar * 1e-9
    return 2 * np.sum(weights * wave * half * np.sin(theta)) * np.pi / 2


def quantum_gain(mass, shift):
    """Emission relative to a classical barrier of the same height."""
    curvature = 2 * field / u_m * q * 1e18
    quantum = hbar * np.sqrt(curvature / (mass * const.m_e)) / q
    small = 1e-4
    parabolic = 2 * np.pi * small / quantum
    assert abs(exponent(small, mass, shift) / parabolic - 1) < 0.01
    below = quad(lambda d: np.exp(d / kT) / kT
                 / (1 + np.exp(exponent(d, mass, shift))),
                 0, 0.45, limit=200, epsabs=1e-7)[0]
    above = quad(lambda e: np.exp(-e / kT) / kT
                 / (1 + np.exp(-2 * np.pi * e / quantum)), 0, 40 * kT)[0]
    return below + above


classical_ratio = np.exp(-field * x0 / kT)
print(f"relative permittivity: {eps_r}")
print(f"bare barrier (rough): {barrier} eV")
print(f"temperature: {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
print(f"surface field: {10*field:.2f} MV/cm = {field:.3f} V/nm")
print(f"depth of image plane x0: {x0} nm")
print(f"A = q/(16 pi eps): {A:.5f} V nm")
print(f"distance of top from image plane u_m: {u_m:.4f} nm")
print(f"position of top x_m from surface: {x_m:.4f} nm")
print(f"lowering with x0 = 0: {1e3*full_lowering(field):.3f} meV")
print(f"shrinkage q F x0: {1e3*field*x0:.3f} meV")
print(f"lowering with x0, numerical search: {1e3*lowering:.3f} meV")
print(f"relative shrinkage: {100*field*x0/full_lowering(field):.2f} %")
print(f"barrier top, x0 = 0: {barrier-full_lowering(field):.4f} eV")
print(f"barrier top, with x0: {barrier-lowering:.4f} eV")
print(f"classical current ratio, x0 to no x0: {classical_ratio:.4f}")
print(f"slope of lowering with field, numerical: {slope:.4f} nm")
print(f"limiting field A/x0^2: {10*F_limit:.3f} MV/cm")
print(f"constant lowering above it: {1e3*A/x0:.2f} meV")
print(f"illustration above limit, field: {10*F_high:.1f} MV/cm")
print(f"  full lowering, x0 = 0: {1e3*full_lowering(F_high):.2f} meV")
print(f"  true lowering with x0: {1e3*low_high:.2f} meV")
print(f"  true shrinkage: {1e3*shrink_high:.2f} meV")
print(f"  q F x0: {1e3*F_high*x0:.2f} meV")
print(f"ramp from image plane, lowering: {1e3*low_common:.3f} meV")
print(f"Thomas-Fermi screening length: {screen} nm")
print(f"Thomas-Fermi background permittivity: {eps_metal:.3f}")
print(f"  distant image plane depth: {plane_depth:.5f} nm")
print(f"  edge drop at surface: {1e3*surface_drop:.4f} meV")
print(f"  lowering with penetration: {1e3*low_metal:.3f} meV")
print(f"doping: {doping:.1e} cm^-3; doping/Nc: {doping/band_states:.5f}")
print(f"depletion width: {width:.1f} nm")
print(f"band bending: {bending:.3f} V; reverse bias: {reverse_bias:.3f} V")
print(f"lowering with depletion edge: {1e3*low_depl:.3f} meV")
print(f"change due to depletion edge: {1e3*(low_depl-lowering):.3f} meV")
print(f"rough breakdown field: {10*breakdown:.2f} MV/cm")
print(f"field / breakdown field: {field/breakdown:.3f}")
print(f"limiting field / breakdown field: {F_limit/breakdown:.2f}")
for mass in (0.19, 0.92):
    gain = quantum_gain(mass, x0)
    gain_zero = quantum_gain(mass, 0.0)
    print(f"tunnelling, mass {mass} m_e: current factor {gain:.3f}")
    print(f"  equivalent extra lowering: {1e3*kT*np.log(gain):.2f} meV")
    print(f"  current ratio, x0 to no x0: "
          f"{classical_ratio*gain/gain_zero:.4f}")
print("finished without a failed check")
```

Running it gives:

```
relative permittivity: 11.7
bare barrier (rough): 0.65 eV
temperature: 300 K; kT: 25.85 meV
surface field: 0.20 MV/cm = 0.020 V/nm
depth of image plane x0: 0.3 nm
A = q/(16 pi eps): 0.03077 V nm
distance of top from image plane u_m: 1.2403 nm
position of top x_m from surface: 0.9403 nm
lowering with x0 = 0: 49.613 meV
shrinkage q F x0: 6.000 meV
lowering with x0, numerical search: 43.613 meV
relative shrinkage: 12.09 %
barrier top, x0 = 0: 0.6004 eV
barrier top, with x0: 0.6064 eV
classical current ratio, x0 to no x0: 0.7929
slope of lowering with field, numerical: 0.9403 nm
limiting field A/x0^2: 3.419 MV/cm
constant lowering above it: 102.56 meV
illustration above limit, field: 5.0 MV/cm
  full lowering, x0 = 0: 248.07 meV
  true lowering with x0: 102.56 meV
  true shrinkage: 145.50 meV
  q F x0: 150.00 meV
ramp from image plane, lowering: 49.613 meV
Thomas-Fermi screening length: 0.05 nm
Thomas-Fermi background permittivity: 1.950
  distant image plane depth: 0.30003 nm
  edge drop at surface: 6.0000 meV
  lowering with penetration: 49.413 meV
doping: 1.0e+17 cm^-3; doping/Nc: 0.00357
depletion width: 129.3 nm
band bending: 1.293 V; reverse bias: 0.789 V
lowering with depletion edge: 43.545 meV
change due to depletion edge: -0.069 meV
rough breakdown field: 0.60 MV/cm
field / breakdown field: 0.333
limiting field / breakdown field: 5.70
tunnelling, mass 0.19 m_e: current factor 1.853
  equivalent extra lowering: 15.95 meV
  current ratio, x0 to no x0: 0.7948
tunnelling, mass 0.92 m_e: current factor 1.149
  equivalent extra lowering: 3.59 meV
  current ratio, x0 to no x0: 0.7929
finished without a failed check
```
